# Isotope mass variance and the Klemens scattering rate

**Question**

I have an exercise in two parts and I am stuck on both.

(a) Compute the mass variance \(g_2\) of silicon, germanium and carbon from the natural isotope abundances. The answers should be about \(2.0\times10^{-4}\), \(5.9\times10^{-4}\) and \(7\times10^{-5}\). I took \(^{28}\)Si as "the" silicon atom, treated the other isotopes as impurities, and got \(2.17\times10^{-4}\). For germanium, starting from \(^{74}\)Ge, I got \(8.7\times10^{-4}\), which is far off.

(b) Show that a long-wavelength acoustic wave is scattered by the isotopes at the rate

\[
\frac1\tau=\frac{V_0\,g_2\,\omega^4}{4\pi v^3}.
\]

A wrong mass should produce an inertial force proportional to \(\omega^2\), but I cannot get the other powers of \(\omega\) or the \(4\pi\). I also don't know whether \(V_0\) belongs to an atom or to a primitive cell, or which sound speed \(v\) is, since a solid has longitudinal and transverse waves.

**Answer**

**The mass variance**

Your germanium problem comes from the reference mass. Let isotope \(i\) have mass \(m_i\) and atomic fraction \(c_i\), with \(\sum_i c_i=1\). The definition is

\[
g_2=\sum_i c_i\left(1-\frac{m_i}{\bar m}\right)^2,\qquad \bar m=\sum_i c_i m_i .
\]

Deviations are taken from the mean mass. If you use another reference \(m_r\), write \(m_i-m_r=(m_i-\bar m)+(\bar m-m_r)\) and square. The cross term vanishes because \(\sum_i c_i(m_i-\bar m)=0\), which leaves

\[
\sum_i c_i\left(1-\frac{m_i}{m_r}\right)^2=\frac{\bar m^2 g_2+(\bar m-m_r)^2}{m_r^2}.
\]

The extra term \((\bar m-m_r)^2\) describes a uniform shift of all the masses. A uniform shift changes the sound speed but scatters nothing. In germanium the mean, 72.63 u, is well below the mass of \(^{74}\)Ge, 73.92 u, so the extra term is large.

The isotope masses and fractions are taken as given input data; they are listed in the numerical check. For silicon \(\bar m=28.0855\) u. The \(^{30}\)Si term, for example, is

\[
0.03092\left(1-\frac{29.97377}{28.0855}\right)^2=1.398\times10^{-4}.
\]

Adding the terms in order of increasing isotope mass gives

\[
\begin{aligned}
g_2(\text{Si})&=(0.138+0.472+1.398)\times10^{-4}=2.01\times10^{-4},\\
g_2(\text{Ge})&=(2.850+0.259+0.013+1.158+1.590)\times10^{-4}=5.87\times10^{-4},\\
g_2(\text{C})&=(0.079+7.308)\times10^{-5}=7.39\times10^{-5}.
\end{aligned}
\]

These agree with the quoted values after rounding. In silicon the rare \(^{30}\)Si supplies about 70% of the total, because the deviation enters squared.

**The assumptions for the rate**

Take a crystal of \(N\) atoms in a volume \(V\), with density \(\rho=N\bar m/V\). Isotopes occupy the sites independently of one another, and the force constants are the same for all isotopes. The wavelength is much longer than the atomic spacing, so the crystal acts as an elastic medium, which I take to be isotropic. I work to lowest order in the mass deviations. The calculation is classical; \(1/\tau\) is the rate at which the wave loses energy.

**Step 1: a wrong mass acts as a force**

Let site \(j\) have mass \(\bar m+\delta m_j\), and let \(\mathbf f_j\) be the elastic force on it. Newton's law \((\bar m+\delta m_j)\ddot{\mathbf u}_j=\mathbf f_j\) can be rearranged as

\[
\bar m\,\ddot{\mathbf u}_j=\mathbf f_j-\delta m_j\,\ddot{\mathbf u}_j .
\]

This is a perfect crystal of mean masses with an additional force \(-\delta m_j\ddot{\mathbf u}_j\) at site \(j\). To lowest order, insert the incident wave for \(\mathbf u_j\): amplitude \(A\), unit polarization vector \(\mathbf e\), and time dependence \(\cos(\omega t-\varphi_j)\). Since \(\ddot{\mathbf u}_j=-\omega^2\mathbf u_j\), the force is \(F_0\,\mathbf e\cos(\omega t-\varphi_j)\) with

\[
F_0=\delta m_j\,\omega^2A .
\]

This is your \(\omega^2\). The radiated power contains \(F_0^2\), so the sign of \(\delta m_j\) drops out and the power already carries \(\omega^4\). The later division by the wave energy, which is proportional to \(\omega^2\), removes two of these powers. The density of outgoing waves restores two.

**Step 2: the power absorbed by the modes**

Expand the scattered displacement in standing waves of a large periodic box,

\[
\mathbf u(\mathbf r,t)=\sum_\lambda Q_\lambda(t)\,\mathbf e_\lambda\,\phi_\lambda(\mathbf r),\qquad
\phi_\lambda=\sqrt2\cos(\mathbf q\cdot\mathbf r)\ \text{or}\ \sqrt2\sin(\mathbf q\cdot\mathbf r).
\]

Each \(\phi_\lambda^2\) averages to 1 over the box, so the kinetic energy is \(\tfrac12M\sum_\lambda\dot Q_\lambda^2\) with \(M=\rho V\). A force at \(\mathbf r_j\) drives \(Q_\lambda\) through its component along \(\partial\mathbf u/\partial Q_\lambda=\mathbf e_\lambda\phi_\lambda(\mathbf r_j)\). For a mode of frequency \(\omega'\),

\[
M(\ddot Q+\omega'^2Q)=f\cos(\omega t-\varphi_j),\qquad f=F_0\,(\mathbf e\cdot\mathbf e_\lambda)\,\phi_\lambda(\mathbf r_j).
\]

Define \(z=\dot Q+i\omega'Q\), so that the mode energy is \(\tfrac12M|z|^2\). Differentiating and using the equation of motion gives

\[
\dot z=i\omega'z+\frac fM\cos(\omega t-\varphi_j).
\]

For a mode initially at rest the solution is

\[
z(t)=e^{i\omega't}\,\frac fM\int_0^t\cos(\omega s-\varphi_j)\,e^{-i\omega's}\,ds .
\]

Split the cosine into two exponentials. The half \(\tfrac12e^{i(\omega s-\varphi_j)}\) nearly cancels the rotation \(e^{-i\omega's}\) when \(\Delta=\omega'-\omega\) is small. The other half oscillates at \(\omega+\omega'\), contributes a bounded amount, and is dropped. Since \(\left|\int_0^te^{-i\Delta s}ds\right|=2|\sin(\Delta t/2)/\Delta|\),

\[
E(t)=\frac M2|z|^2=\frac{f^2}{2M}\,\frac{\sin^2(\Delta t/2)}{\Delta^2}.
\]

As a function of \(\Delta\) this is a peak of width about \(2\pi/t\), and \(\int_{-\infty}^{\infty}\sin^2(\Delta t/2)\,\Delta^{-2}\,d\Delta=\pi t/2\). The energy summed over a dense spectrum therefore grows linearly in time, as if each mode absorbed the power

\[
P_\lambda=\frac{\pi f^2}{4M}\,\delta(\omega'-\omega).
\]

This needs a time much longer than a period, so that the peak is narrow, and much shorter than \(\tau\), so that \(A\) has hardly changed. The box must be large enough to place many modes under the peak.

**Step 3: the sum over outgoing waves**

The cosine and sine modes belonging to the pair \(\pm\mathbf q\) give \(2\cos^2(\mathbf q\cdot\mathbf r_j)+2\sin^2(\mathbf q\cdot\mathbf r_j)=2\), which is 1 for each \(\mathbf q\). With \(s\) labelling the three polarizations, the power radiated by one site is

\[
P_j=\frac{\pi F_0^2}{4\rho V}\sum_{\mathbf q,s}|\mathbf e\cdot\mathbf e_{\mathbf qs}|^2\,\delta(\omega_{\mathbf qs}-\omega).
\]

For a longitudinal outgoing wave, \(|\mathbf e\cdot\mathbf e_{\mathbf qs}|^2=\cos^2\theta\), where \(\theta\) is the angle between \(\mathbf e\) and \(\mathbf q\). Its average over directions is \(1/3\). The two transverse waves together take the remainder \(1-\cos^2\theta\), with average \(2/3\). How it divides between them depends on the choice of the two transverse vectors, but they have the same speed, so only the sum matters and it counts as \(1/3\) per branch. The effective factor is thus \(1/3\) per branch, even though the longitudinal and transverse speeds differ, and it does not depend on \(\mathbf e\).

Let \(D(\omega)\) be the number of modes per volume and per unit angular frequency, all three branches included. The sum is then \(VD(\omega)/3\), and

\[
P_j=\frac{\pi F_0^2D(\omega)}{12\rho}=\frac{\pi\,\delta m_j^2\,\omega^4A^2D(\omega)}{12\rho}.
\]

**Step 4: many sites**

The forces from all sites add in each mode, so its power contains products \(\delta m_j\,\delta m_k\) multiplied by phase factors. For \(j\neq k\) the sites are independent, and

\[
\langle\delta m_j\,\delta m_k\rangle=\langle\delta m_j\rangle\langle\delta m_k\rangle=0 .
\]

This holds because deviations are measured from the mean, which is why part (a) needs \(\bar m\). What remains is the sum of the single-site powers, with \(\langle\delta m_j^2\rangle=\bar m^2g_2\):

\[
P=N\,\frac{\pi\,\bar m^2g_2\,\omega^4A^2D(\omega)}{12\rho}.
\]

The incident wave supplies this power. Its mean kinetic energy is \(\tfrac14\rho V\omega^2A^2\) and its mean potential energy is the same, so its total energy is \(W=\tfrac12\rho V\omega^2A^2\). Hence

\[
\frac1\tau=\frac PW=\frac{\pi}{6}\,\frac{N\bar m^2}{\rho^2V}\,g_2\,\omega^2D(\omega).
\]

Inserting \(\rho=N\bar m/V\) gives \(N\bar m^2/(\rho^2V)=V/N\equiv V_0\), so

\[
\frac1\tau=\frac\pi6\,V_0\,g_2\,\omega^2D(\omega).
\]

Here \(N\) counts atoms, so \(V_0\) is the volume per atom. Silicon, germanium and diamond have two atoms in the primitive cell; using the cell volume would double the rate.

**Step 5: the density of modes**

The allowed wave vectors have density \(V/(2\pi)^3\). A branch with \(\omega=v_sq\) contributes, per volume,

\[
D_s\,d\omega=\frac{4\pi q^2\,dq}{(2\pi)^3}=\frac{\omega^2}{2\pi^2v_s^3}\,d\omega .
\]

Add one longitudinal branch of speed \(v_L\) and two transverse branches of speed \(v_T\):

\[
D=\frac{\omega^2}{2\pi^2}\left(\frac1{v_L^3}+\frac2{v_T^3}\right)=\frac{3\omega^2}{2\pi^2v^3},\qquad
\frac1{v^3}=\frac13\left(\frac1{v_L^3}+\frac2{v_T^3}\right).
\]

This fixes the meaning of \(v\): its inverse cube is the mean inverse cube of the three speeds. Substitution gives

\[
\frac1\tau=\frac\pi6\,V_0g_2\omega^2\cdot\frac{3\omega^2}{2\pi^2v^3}=\frac{V_0\,g_2\,\omega^4}{4\pi v^3}.
\]

The energy is proportional to the squared amplitude, so the amplitude decays at the rate \(1/(2\tau)\). If there is one isotope, \(g_2=0\) and this scattering disappears.

**Numbers**

To see the effect of \(g_2\) alone, put all three values into one model medium with round parameters: \(V_0=20\) Å\(^3\), \(v_L=9\) km/s, \(v_T=5\) km/s, and a frequency of 1 THz. The resulting rates are not predictions for the three real crystals. The effective speed follows from

\[
\frac1{v^3}=\frac13\left(\frac1{9^3}+\frac2{5^3}\right)\frac{\text{s}^3}{\text{km}^3}
\quad\Rightarrow\quad v=5.57\ \text{km/s}.
\]

It lies near \(v_T\) because the slow branches have more modes at a given frequency. The arithmetic mean speed, 6.33 km/s, would make the rate too small by a factor of 1.47.

With \(\omega=2\pi\times10^{12}\ \text{s}^{-1}=6.283\times10^{12}\ \text{s}^{-1}\) and the silicon value of \(g_2\),

\[
\frac1\tau=\frac{(2.0\times10^{-29}\,\text{m}^3)(2.007\times10^{-4})(6.283\times10^{12}\,\text{s}^{-1})^4}{4\pi\,(5.569\times10^3\,\text{m/s})^3}
=2.88\times10^6\ \text{s}^{-1}.
\]

The lifetime is \(\tau=0.35\) µs. The germanium value of \(g_2\) gives \(8.43\times10^6\ \text{s}^{-1}\), and the carbon value gives \(1.06\times10^6\ \text{s}^{-1}\). At 2 THz the silicon rate becomes \(4.61\times10^7\ \text{s}^{-1}\), larger by \(2^4=16\).

The rate is the same for both incident polarizations, but the mean free path is the speed of the incident branch times \(\tau\). For the silicon value of \(g_2\) it is 3.1 mm for the longitudinal wave and 1.7 mm for a transverse one. These lengths count isotope scattering only. In a sample much smaller than this, a wave usually reaches a surface before isotopes scatter it. Scattering by other phonons is left out here; unless the crystal is cold, it can make the actual path far shorter.

**Where the formula stops working**

The long-wave condition is \(\omega V_0^{1/3}/v\ll1\). In the example this ratio is 0.31 at 1 THz, and it grows in proportion to \(\omega\); at 2 THz it is already 0.61, so the 2 THz rate above only illustrates the scaling of the formula. Once it is no longer small, \(\omega=v_sq\) and \(D\propto\omega^2\) are not justified, and neither is the \(\omega^4\) law. The derivation also excludes correlated isotope positions, large mass deviations and changes in the force constants near a defect. Real silicon, germanium and diamond are cubic and elastically anisotropic. Cubic symmetry keeps the factor \(1/3\), but \(1/v^3\) must then be averaged over propagation directions as well as over the three branches. For silicon and germanium, speeds taken along a single axis give a rate about 20% too low along [100] and about 10% too high along [110] or [111].

The numerical check below follows a plane wave through a simple cubic lattice with random masses, using Newton's equations directly. The lattice has one scalar displacement per site, so there is a single branch: the overlap factor is 1 instead of \(1/3\) and \(D=\omega^2/(2\pi^2v^3)\), which gives the same final formula. This run therefore does not test the polarization factor or the averaged speed; those are checked separately by a direct sum over longitudinal and transverse waves in a box, which gives \(2.90\times10^6\ \text{s}^{-1}\) against \(2.88\times10^6\ \text{s}^{-1}\). The lattice run uses masses 1.3 and 0.7 and has \(\omega V_0^{1/3}/v=0.77\) and \(1.11\), so it lies outside the strict long-wave, weak-disorder regime. At these two frequencies the measured decay rate is 1.07 and 1.04 times the formula, and the power of \(\omega\) from the two points is 3.93. The program only requires the rates to agree within 25% and the power to lie within 0.5 of 4; the closer agreement seen here comes from two frequencies and one random arrangement of masses, which is too little to show a trend with frequency, and it should not be read as the accuracy of the formula. The run has a finite wavelength, finite disorder and a single random arrangement of masses; it does not separate their contributions to the remaining difference. Other random arrangements of the same masses move the first ratio by several hundredths and the fitted power by 0.1 to 0.2, so the last digits quoted are not significant.

## Table of computed values

```
Isotope data and mass variance
Si: mass 27.976927 u, fraction 0.92223, term 1.378e-05
Si: mass 28.976495 u, fraction 0.04685, term 4.715e-05
Si: mass 29.973770 u, fraction 0.03092, term 1.398e-04
Si: mean mass 28.0855 u, g2 = 2.007e-04
Si: value if commonest isotope is reference = 2.173e-04
Ge: mass 69.924249 u, fraction 0.20570, term 2.850e-04
Ge: mass 71.922076 u, fraction 0.27450, term 2.590e-05
Ge: mass 72.923459 u, fraction 0.07750, term 1.287e-06
Ge: mass 73.921178 u, fraction 0.36500, term 1.158e-04
Ge: mass 75.921403 u, fraction 0.07730, term 1.590e-04
Ge: mean mass 72.6276 u, g2 = 5.870e-04
Ge: value if commonest isotope is reference = 8.729e-04
C: mass 12.000000 u, fraction 0.98930, term 7.904e-07
C: mass 13.003355 u, fraction 0.01070, term 7.308e-05
C: mean mass 12.0107 u, g2 = 7.387e-05
C: value if commonest isotope is reference = 7.480e-05
Driven modes: power 0.7826, pi/4 = 0.7854 (model units)
Sum over waves in a box: 2.9034e+06 1/s, formula 2.8828e+06 1/s
Random-mass lattice: 64^3 sites, g2 = 0.0900
omega 0.7654: measured rate 0.00264, formula 0.00246, ratio 1.074 (model units)
omega 1.1111: measured rate 0.01140, formula 0.01092, ratio 1.044 (model units)
Measured power of omega: 3.93
Model medium
V0 = 20.0 A^3, vL = 9.0 km/s, vT = 5.0 km/s
Effective speed v = 5.5688 km/s
Arithmetic mean speed = 6.3333 km/s, rate too small by factor 1.471
Frequency 1.0 THz, omega = 6.2832e+12 rad/s
omega V0^(1/3)/v = 0.306
g2 of Si: rate 2.883e+06 1/s, lifetime 0.3469 us
   mean free path: longitudinal 3.122 mm, transverse 1.734 mm
g2 of Ge: rate 8.431e+06 1/s, lifetime 0.1186 us
   mean free path: longitudinal 1.067 mm, transverse 0.593 mm
g2 of C: rate 1.061e+06 1/s, lifetime 0.9424 us
   mean free path: longitudinal 8.482 mm, transverse 4.712 mm
g2 of Si at 2.0 THz: rate 4.612e+07 1/s
```
